# Why fast crystallization in a small periodic cell can mislead

**Question**

I simulate a phase-change alloy of the Ge-Sb-Te type with molecular dynamics. My cell is cubic and periodic and holds 180 atoms. At 700 K the supercooled liquid crystallizes quickly. Since periodic boundaries remove all free surfaces, I took this as homogeneous bulk nucleation and wanted to turn the waiting time into a nucleation rate. A colleague says that the nucleus may have "met itself". How can a nucleus gain anything from its own copies, and how large must the cell be before I can stop worrying?

**Answer**

Periodic boundaries remove the surface of the sample, but they do not make the nucleus isolated. Its images sit at distance $L$, the side of the cell. When it touches them, interface that a bulk nucleus would have to keep disappears. This can happen before the nucleus has passed the bulk barrier, and the barrier in the cell can then be lower than in bulk. Fast crystallization does not prove that this happened, because a low bulk barrier is also fast. The waiting time alone cannot tell the two apart.

**The model and its bulk limit**

Take one crystalline nucleus with a sharp, isotropic interface. Let $\gamma$ be the interfacial free energy per area and $g>0$ the free energy gained per volume crystallized. With exposed area $A$ and crystal volume $V$ per cell, the free energy relative to the liquid is

$$F=\gamma A-gV .$$

Temperature, $\gamma$ and $g$ are held fixed whenever cell and bulk are compared. The formulas hold in atomic units or any other consistent set. I first assume that the crystal joins its images without leaving a boundary.

For an isolated sphere, $F=4\pi\gamma R^2-\tfrac{4}{3}\pi gR^3$. Setting $dF/dR=8\pi\gamma R-4\pi gR^2$ to zero gives the critical radius and, on substitution, the barrier:

$$R^*=\frac{2\gamma}{g},\qquad W^*=\frac{4\pi}{3}\gamma R^{*2}=\frac{16\pi\gamma^3}{3g^2}.$$

**What contact does to a growing sphere**

The sphere touches six images at $R=L/2$. Beyond that, each face of the cell cuts off a cap of height $R-L/2$ and area $2\pi R(R-L/2)$. The exposed area per cell is therefore

$$A=4\pi R^2-12\pi R\left(R-\frac L2\right)=6\pi RL-8\pi R^2 .$$

This holds until neighbouring caps meet at the cell edges, at $R=L/\sqrt2$. Just before contact $dA/dR=8\pi R=4\pi L$. Just after it, $dA/dR=6\pi L-16\pi R=-2\pi L$. The area peaks at $\pi L^2$ and then falls, while that of an isolated sphere would go on rising.

After contact $A$ falls and $V$ grows, so both terms push $F$ down. At $R=L/\sqrt2$ the remaining liquid is a closed pocket around the cell corners. Shrink it in proportion by a factor $s<1$: its area scales as $s^2$ and its volume as $s^3$. Both decrease, so $F$ falls until the cell is fully crystalline.

If $L<2R^*$, contact comes while $F$ is still climbing. The top of this route is then at $R=L/2$:

$$F(L/2)=\pi\gamma L^2-\frac{\pi gL^3}{6}.$$

Put $L=2R^*x$ and $g=2\gamma/R^*$. The two terms become $4\pi\gamma R^{*2}x^2$ and $\tfrac{8\pi}{3}\gamma R^{*2}x^3$. Dividing by $W^*$,

$$\frac{F(L/2)}{W^*}=3x^2-2x^3,\qquad x=\frac{L}{2R^*}<1 .$$

This tends to 1 as $L\to2R^*$. It might suggest that a cell wider than one critical diameter is safe, but a nucleus need not stay spherical.

**A cheaper route: wrapping around the cell**

Let a small sphere of radius $r_0<R^*/2$ lengthen into a capsule, a cylinder with hemispherical ends, along one cell axis. Each added length costs $2\pi\gamma r_0-\pi gr_0^2>0$, so $F$ rises until the ends touch their images. The total length is then $L$, the cylindrical part has length $L-2r_0$, and

$$A=4\pi r_0^2+2\pi r_0(L-2r_0)=2\pi r_0L,$$
$$V=\frac{4\pi r_0^3}{3}+\pi r_0^2(L-2r_0)=\pi r_0^2L-\frac{2\pi r_0^3}{3}.$$

Now let the ends merge. A zone of a sphere has area $2\pi r_0$ times its height, the same as a cylinder of that radius. The exposed area within one cell length therefore stays at $2\pi r_0L$ while the notches fill and $V$ rises to $\pi r_0^2L$. Thus $F$ falls, and the result is an endless rod. An isolated capsule would have kept its end caps.

The rod then thickens:

$$F_{\rm rod}=2\pi\gamma rL-\pi gr^2L,\qquad \frac{dF_{\rm rod}}{dr}=2\pi L(\gamma-gr).$$

The maximum lies at $r=\gamma/g=R^*/2$, with height

$$W_{\rm rod}=\frac{\pi\gamma^2L}{g}=\frac{3L}{8R^*}\,W^* .$$

The critical radius is half that of a sphere because a cylinder is curved in one direction only.

Two points complete the argument. First, the touching stage must not be higher than $W_{\rm rod}$. Its energy tends to zero with $r_0$, so a thin enough capsule satisfies this. Second, the rod must reach $R^*/2$ before it touches its images sideways at $r=L/2$, which requires $L\ge R^*$. After sideways contact the exposed perimeter is $P=2\pi r-8r\theta$, with $\cos\theta=L/(2r)$. Differentiating the last relation gives $r\,d\theta/dr=\cot\theta$, hence

$$\frac{dP}{dr}=2\pi-8(\theta+\cot\theta).$$

On $0<\theta\le\pi/4$, $\theta+\cot\theta$ decreases to $1+\pi/4$, so $dP/dr\le-8<0$. The area falls, the volume grows, and there is no second barrier.

The lowest barrier in the cell is therefore at most $W_{\rm rod}$, which is below $W^*$ when

$$R^*\le L<\frac{8R^*}{3}.$$

This is an upper bound from one explicit route; a better route could lower it further. For the same reason, $L>8R^*/3$ disarms this route but does not prove bulk behaviour.

**Numbers for 180 atoms**

I take rough parameters in the regime of Ge-Sb-Te alloys at 700 K: density 0.031 atoms/Å³, driving force 0.027 eV/atom and $\gamma=0.0037$ eV/Å². Then $g=0.031\times0.027=8.37\times10^{-4}$ eV/Å³ and $L=(180/0.031)^{1/3}=17.97$ Å. In bulk,

$$R^*=\frac{2(0.0037)}{8.37\times10^{-4}}=8.84\ \text{Å}\;(0.88\ \text{nm}),\qquad W^*=1.21\ \text{eV}.$$

With $k_BT=0.0603$ eV this barrier is about $20\,k_BT$. A critical sphere would leave a gap of only $17.97-2(8.84)\approx0.3$ Å to its image. A real interface is diffuse. If its width is roughly 4 Å, facing interfaces meet at $R=(17.97-4)/2\approx7.0$ Å, before the critical radius. This cell has no room for an isolated critical nucleus.

Growth beyond contact is also unlike bulk. At $R=0.6L=10.78$ Å the exposed area is 731 Å², against 1461 Å² for an isolated sphere of that radius.

The wrapped route gives

$$W_{\rm rod}=\frac{\pi(0.0037)^2(17.97)}{8.37\times10^{-4}}=0.92\ \text{eV}=0.76\,W^* .$$

The reduction is 0.288 eV. With equal prefactors, reading the cell's rate as a bulk rate overestimates it by at least $\exp(0.288/0.0603)\approx120$ within this model.

That factor is fragile. Since $W^*\propto\gamma^3$ but $W_{\rm rod}\propto\gamma^2$, lowering $\gamma$ by 20% reduces it to 1.6, and raising $\gamma$ by 20% increases it to about $3\times10^5$. Curvature or anisotropy could plausibly change $\gamma$ by this much. The critical rod has a radius of 4.4 Å, and the starting capsule must have a radius below 3.3 Å, so continuum theory is being stretched to a few atoms. The absolute barriers are also high for fast crystallization: with a classical prefactor of roughly 3 to 16 per picosecond for the whole cell, $W_{\rm rod}\approx15\,k_BT$ still means a wait of order a microsecond. A cell that crystallizes within a nanosecond has an effective barrier below about $10\,k_BT$, nearer the low-$\gamma$ case. Use these numbers to judge the danger, not to correct a measured rate.

At fixed density and driving force, the cell size acts as follows:

| Atoms | $L$ (Å) | $W_{\rm rod}/W^*$ |
|---:|---:|---:|
| 108 | 15.16 | 0.64 |
| 180 | 17.97 | 0.76 |
| 360 | 22.65 | 0.96 |
| 900 | 30.73 | 1.30 |

For 108 atoms the spherical route gives 0.945, so wrapping is much cheaper. The last entry does not mean that the barrier exceeds $W^*$; it means that wrapping no longer helps. The crossover is at $L=23.6$ Å (2.36 nm), or about 410 atoms. This count scales as $(\gamma/g)^3$: a driving force 14% lower moves it to about 630 atoms. To follow a sphere to $R=2R^*$ before sharp-interface contact you need $L=4R^*=35.4$ Å, about 1370 atoms, plus room for the interface width.

**Are the images really the cause?**

One can change the image distance and start from the same nucleus, apart from any part that a small cell cuts off. Let $\phi$ run from 0 in the liquid to 1 in the crystal and obey, in reduced units,

$$\frac{\partial\phi}{\partial t}=\nabla^2\phi+\phi(1-\phi)\left(2\phi-1+\frac{2}{R_c}\right).$$

Insert the profile $\phi=[1+e^{\rho-R(t)}]^{-1}$, where $\rho$ is the distance from the centre. For a thin interface this gives $dR/dt=2/R_c-2/R$, so $R_c$ is the critical radius. I solved the equation with finite differences and explicit time steps of 0.125, on a periodic grid of unit spacing with $R_c=12$.

A sphere of radius 10.2 is subcritical. In a box of side 44 it had melted by $t=200$. In a box of side 18, where it overlaps its images from the start, the whole box had crystallized by then. A capsule of radius 7.8 and length 28 behaved likewise: it melted in the box of side 44 and filled a box of side 24. The large box does not suppress growth as such, since a sphere of radius 14 grew there to 1.48 times its initial volume by $t=60$. The small-box runs start with the nucleus already touching its images, so they show what contact does to a given nucleus, not how often thermal fluctuations produce one.

**When the images help less**

The images share the nucleus's orientation, but the shift $L$ need not be a lattice vector of the crystal. Contact may then leave strain or a defective boundary. If the boundary costs $\gamma_b$ per area, the rod energy gains a term $\pi r^2\gamma_b$:

$$F=2\pi\gamma rL-\pi r^2(gL-\gamma_b).$$

For $\gamma_b<gL$ the maximum is at $r=\gamma L/(gL-\gamma_b)$, provided this is below $L/2$, and its height is $\pi\gamma^2L^2/(gL-\gamma_b)$. Equating this to $W^*$ gives $gL-\gamma_b=3g^2L^2/(16\gamma)$, or

$$\gamma_b=gL\left(1-\frac{3L}{8R^*}\right).$$

For 180 atoms this is 0.0036 eV/Å², about $0.97\gamma$. A costlier boundary removes the advantage only for a rod held straight. A real rod forms a groove at the boundary, with its surface tilted by an angle $\psi$ such that $2\gamma\sin\psi=\gamma_b$, and this shrinks the boundary area. A profile $r(z)=a[1-c(2z/L)^2]$, with $-L/2\le z\le L/2$, grown in $a$ at fixed $c$, peaks at $0.91\,W^*$ for $\gamma_b=0.97\gamma$ ($c=0.45$) and at $0.975\,W^*$ for $\gamma_b=1.5\gamma$ ($c=0.57$). In this cell a boundary therefore weakens the wrapped route, but the advantage disappears only near $\gamma_b\approx1.9\gamma$.

Fixed volume matters too. If the crystal would occupy 5% less volume than the liquid, the cell is put under tension, with energy about $K(0.05V)^2/(2L^3)$. Taking a rough bulk modulus $K=0.15$ eV/Å³ and finding the highest point of the route numerically raises the wrapped barrier from 0.92 to 0.97 eV. That is still below the 1.21 eV of a bulk liquid at constant pressure. The strain term grows as the square of the mismatch, however. At 7%, within the range of these alloys, $F$ along the rod keeps rising until sideways contact and reaches 1.25 eV, so at fixed volume this route can lose its advantage.

Latent heat can act as well. The critical rod fills 19% of the cell. With roughly 0.12 eV/atom released and a heat capacity of $3k_B$ per atom, the cell would warm by $0.12\times0.19/(3k_B)\approx90$ K without a thermostat. This is an upper estimate: 0.12 eV/atom is a melting-point value, less is released at 700 K, and the liquid's heat capacity exceeds $3k_B$, which together can halve the figure.

**Comparison with a memory device**

The material parameters above are rough values, not a fit to one alloy. A device differs in another way: its active volume is normally much larger than this cell, but it has electrodes, dielectrics and often a crystalline rim. Suppose a flat wall has the same interfacial energy with crystal and liquid. A hemisphere on it has half the exposed area and half the volume of a sphere of equal radius, so the barrier halves to about 0.61 eV. With a crystalline rim, growth can proceed without nucleation. A fast device therefore does not validate a fast small-cell simulation; the two can be fast for different reasons.

**What to do with your simulation**

Run a size series at fixed temperature and pressure, with several independent quenches per size. For independent bulk nucleation the mean waiting time for the first supercritical nucleus scales as $1/L^3$, so going from 180 to 360 atoms should halve it. The time to reach a given crystal fraction also contains the growth time and can stay nearly flat with size even when the images do not lower the barrier, so use the first-nucleus time. If the wrapped rod is the limiting step, its barrier rises from 0.76 to 0.96 $W^*$, about 0.24 eV, which by itself would lengthen the waiting time by roughly $\exp(0.24/0.0603)\approx50$ at equal prefactors. The real rise is smaller, because at 360 atoms bulk nucleation is almost as easy and competes with the rod. If $\gamma$ is 20% lower, the rise can nearly vanish. A waiting time that clearly grows with cell size therefore points to the images, but one that stays flat or falls does not rule them out.

Also record when the crystalline cluster first connects to its own image. If that happens before the cluster is committed to growth, do not convert the waiting time into a bulk rate. To test commitment, embed the cluster from just before contact in a larger equilibrated liquid and start several runs with new velocities. If it usually melts there, it had not yet passed the bulk barrier when it met its images, and the waiting time is not that of bulk nucleation.
